# Hermitian Reduction of the Real Paired Response Problem and Its Normalization

**Q:** I have a linear-response calculation whose excitation energies come from two coupled equations,

$$AX+BY=\omega X,\qquad BX+AY=-\omega Y .$$

The matrices $A$ and $B$ are real, symmetric and of dimension $N$. You say this can be treated as a Hermitian problem. I doubt it: written as one matrix, it is not symmetric.

**A:** Your observation is correct. Moving the minus sign to the left gives

$$Hu=\omega u,\qquad H=\begin{pmatrix}A&B\\-B&-A\end{pmatrix},\qquad u=\begin{pmatrix}X\\Y\end{pmatrix},$$

and $H^T\ne H$ unless $B=0$. There is a symmetry of another kind, however. With $\Delta=\mathrm{diag}(1,-1)$ in blocks,

$$\Delta H=\begin{pmatrix}A&B\\B&A\end{pmatrix}$$

is symmetric. There is also a pairing. If $(X,Y)$ solves the equations with $\omega$, exchange the two components: the first equation for $(Y,X)$ reads $AY+BX=-\omega Y$, which is your second equation, and the second reads $BY+AX=\omega X$, which is your first. So $(Y,X)$ belongs to $-\omega$. Frequencies come in pairs $\pm\omega$, which suggests an equation for $\omega^2$ of half the dimension.

**Q:** Then derive that equation.

**A:** Define $S=X+Y$ and $D=X-Y$. The sum of the two equations is

$$(A+B)X+(A+B)Y=\omega(X-Y)\;\Rightarrow\; KS=\omega D,\qquad K=A+B.$$

The first minus the second is

$$(A-B)X-(A-B)Y=\omega(X+Y)\;\Rightarrow\; MD=\omega S,\qquad M=A-B.$$

Multiply $KS=\omega D$ by $M$ and use the other equation:

$$MKS=\omega MD=\omega^2S .$$

**Q:** That has dimension $N$, but you have gained no symmetry. The transpose of $MK$ is $KM$.

**A:** Yes, and the two differ unless $M$ and $K$ commute. Take a case small enough to follow by hand, in an arbitrary energy unit:

$$A=\begin{pmatrix}6&2\\2&6\end{pmatrix},\; B=\begin{pmatrix}2&0\\0&1\end{pmatrix},\; M=\begin{pmatrix}4&2\\2&5\end{pmatrix},\; K=\begin{pmatrix}8&2\\2&7\end{pmatrix}.$$

Here

$$MK=\begin{pmatrix}36&22\\26&39\end{pmatrix}.$$

To go further I need an assumption: $M$ is positive definite. Then it has a factorization $M=LL^T$ with $L$ real and invertible, for instance the Cholesky factor. Since $L$ is invertible, any $S$ can be written as $S=cLZ$, with $Z$ a vector of unit length and $c$ a number to be fixed later. Insert this:

$$LL^TK\,(cLZ)=\omega^2\,cLZ .$$

Multiply by $L^{-1}$ from the left and divide by $c$:

$$CZ=\omega^2Z,\qquad C=L^TKL=L^T(A+B)L .$$

Because $K^T=K$, we have $C^T=L^TK^TL=C$. This is an ordinary real symmetric eigenproblem.

In the example, $L_{11}=\sqrt4=2$, $L_{21}=2/2=1$ and $L_{22}=\sqrt{5-1}=2$. Therefore

$$KL=\begin{pmatrix}8&2\\2&7\end{pmatrix}\begin{pmatrix}2&0\\1&2\end{pmatrix}=\begin{pmatrix}18&4\\11&14\end{pmatrix},$$

$$C=\begin{pmatrix}2&1\\0&2\end{pmatrix}\begin{pmatrix}18&4\\11&14\end{pmatrix}=\begin{pmatrix}47&22\\22&28\end{pmatrix}.$$

Its eigenvalues are

$$\omega^2=\frac{75\pm\sqrt{19^2+4\cdot22^2}}{2}=13.536\ \text{and}\ 61.464,$$

so $\omega=3.679$ and $7.840$.

**Q:** A symmetric matrix has real eigenvalues, but you need $\omega^2$ to be positive. Where is that guaranteed?

**A:** It is not guaranteed by the assumption on $M$. For any vector $z$,

$$z^TCz=(Lz)^TK(Lz).$$

If $K$ is also positive definite, the right side is positive for every $z\neq0$, so all $\omega^2>0$. In general, the invertible map $z\mapsto Lz$ carries each subspace on which the form of $C$ is negative into one of the same dimension on which the form of $K$ is negative, and $L^{-1}$ does the reverse. The largest such dimension is the number of negative eigenvalues, so $C$ and $K$ have equally many. Their values generally differ.

For now let both $M$ and $K$ be positive definite and take $\omega>0$.

**Q:** You have $Z$, but I need $X$ and $Y$. Can I set $X^TX+Y^TY=1$, as for any eigenvector?

**A:** That is a possible scaling of a single vector, but it is not the one attached to this problem. Let $u_m$ and $u_n$ be two real solutions. Since $\Delta H$ is symmetric, $u_m^T\Delta Hu_n$ can be evaluated by letting $H$ act on either vector:

$$\omega_n\,u_m^T\Delta u_n=\omega_m\,u_m^T\Delta u_n
\;\Rightarrow\;(\omega_m-\omega_n)\,u_m^T\Delta u_n=0 .$$

The product that vanishes between different frequencies is therefore $X_m^TX_n-Y_m^TY_n$, with a minus sign. The matching normalization is

$$X^TX-Y^TY=1 .$$

**Q:** An indefinite form can be zero or negative. How do you know that $+1$ can be reached?

**A:** Compute it. First find $D$ from $MD=\omega S$:

$$LL^TD=\omega cLZ\;\Rightarrow\;L^TD=\omega cZ\;\Rightarrow\;D=c\,\omega L^{-T}Z,$$

where $L^{-T}=(L^T)^{-1}$. The other equation also holds, because $KLZ=L^{-T}CZ=\omega^2L^{-T}Z$, so that $KS=c\,\omega^2L^{-T}Z=\omega D$.

Now $X=(S+D)/2$ and $Y=(S-D)/2$ give

$$X^TX-Y^TY=\tfrac14\left[(S+D)^T(S+D)-(S-D)^T(S-D)\right]=S^TD .$$

The squares cancel and the four cross terms, each $S^TD$, remain. With the expressions for $S$ and $D$,

$$S^TD=c^2\omega\,Z^TL^TL^{-T}Z=c^2\omega .$$

For $\omega>0$ this is positive and equals one when $c=\omega^{-1/2}$. The result is

$$X+Y=\omega^{-1/2}LZ,\qquad X-Y=\omega^{1/2}L^{-T}Z .$$

Half the sum and half the difference of these are $X$ and $Y$. The partner $(Y,X)$ at $-\omega$ has norm $-1$, so the sign of the norm tells the two branches apart. The units agree: $L$ has the unit of the square root of an energy, so both right-hand sides are dimensionless.

**Q:** Show me the numbers for one mode.

**A:** For the lower mode, $Z=(0.54935,-0.83559)$ and $\sqrt\omega=\sqrt{3.6792}=1.9181$. Then

$$S=\frac{1}{1.9181}\begin{pmatrix}2(0.54935)\\0.54935-2(0.83559)\end{pmatrix}=\begin{pmatrix}0.573\\-0.585\end{pmatrix}.$$

For $D$, solve $L^Td=Z$ from the bottom up. The second row gives $d_2=-0.83559/2=-0.4178$, and the first gives $d_1=(0.54935+0.4178)/2=0.4836$. Multiplication by $1.9181$ yields $D=(0.928,-0.801)$. Hence

$$X=(0.750,-0.693),\qquad Y=(-0.177,0.108).$$

The squared lengths are $X^TX=1.0432$ and $Y^TY=0.0432$. Their difference is one; their sum is not.

**Q:** Does this reduce to something familiar when the coupling $B$ is absent?

**A:** Yes. If $B=0$, then $M=K=A=LL^T$ and $C=L^TLL^TL=(L^TL)^2$. The positive $\omega$ are thus the eigenvalues of $L^TL$, which are those of $LL^T=A$. From $L^TLZ=\omega Z$ follows $LZ=\omega L^{-T}Z$, hence $S=D$ and $Y=0$. The indefinite norm is then the ordinary norm of $X$. A nonzero $Y^TY$ therefore measures the admixture brought in by $B$.

**Q:** Your orthogonality argument divides by $\omega_m-\omega_n$. It says nothing within a degenerate level.

**A:** Correct, and there the construction gives more than that argument. Choose the $N$ vectors $Z$ orthonormal, which a symmetric matrix permits even with degeneracy, and let them be the columns of $\mathcal Z$. From here on $S,D,X,Y$ also denote matrices with one column per mode, and $\Omega$ is the diagonal matrix of positive frequencies:

$$S=L\mathcal Z\,\Omega^{-1/2},\qquad D=L^{-T}\mathcal Z\,\Omega^{1/2}.$$

Then

$$S^TD=\Omega^{-1/2}\mathcal Z^TL^TL^{-T}\mathcal Z\,\Omega^{1/2}=\Omega^{-1/2}\Omega^{1/2}=1,$$

and by transposition $D^TS=1$. Keeping the order of the matrix products,

$$X^TX-Y^TY=\tfrac12(S^TD+D^TS)=1,$$

$$X^TY-Y^TX=\tfrac12(D^TS-S^TD)=0 .$$

The first line is orthonormality within the positive branch. The second is orthogonality between the positive and negative branches. No frequency difference was used. Since $S$ and $D$ are square, $S^TD=1$ also implies $SD^T=1$, the completeness relation.

**Q:** Cholesky is one choice of $L$. The symmetric square root of $M$ is another. Why should they give the same $X$ and $Y$?

**A:** Suppose $L'L'^T=LL^T$ and set $Q=L^{-1}L'$. Then $QQ^T=L^{-1}L'L'^TL^{-T}=L^{-1}LL^TL^{-T}=1$, so $Q$ is orthogonal and $L'=LQ$. The new matrix is $C'=Q^TCQ$, with eigenvectors $Z'=Q^TZ$. Therefore

$$L'Z'=LQQ^TZ=LZ,\qquad L'^{-T}Z'=L^{-T}QQ^TZ=L^{-T}Z .$$

Both $S$ and $D$ are unchanged. What remains free is the sign of each eigenvector, or an orthogonal rotation within a degenerate level.

**Q:** In an iterative eigensolver I do not want to store $C$.

**A:** You need not. To apply $C$ to a vector, multiply by $L$, then by $K$, then by $L^T$. A symmetric iterative solver can use that product. The factor $L$ must still be available, and for a large dense $M$ this is a real cost.

**Q:** So far, normalization looks like bookkeeping. Is there an observable that would expose the wrong one?

**A:** The static polarizability does. Consider closed-shell Hartree–Fock theory with real orbitals, occupied $i,j$ and virtual $a,b$, and orbital energies $\varepsilon$. In the notation where $(pq|rs)$ is the repulsion between the orbital products $pq$ and $rs$, the singlet matrices are

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)-(ij|ab),$$

$$B_{ia,jb}=2(ia|jb)-(ib|ja).$$

Their sum has a direct meaning. Mix virtual orbitals into the occupied ones with small real amplitudes $\kappa_{ia}$. The density matrix per spin changes at first order by $\kappa_{ia}$ in its occupied–virtual blocks. At second order it gains $\sum_i\kappa_{ia}\kappa_{ib}$ among the virtuals and loses $\sum_a\kappa_{ia}\kappa_{ja}$ among the occupied orbitals. The energy change to second order has three parts:

- The Fock operator has no occupied–virtual elements at the solution, so it contributes $2\sum\kappa_{ia}^2(\varepsilon_a-\varepsilon_i)$, the factor 2 being for spin.
- The Coulomb energy is twice the repulsion of the first-order density with itself. Each density factor contains $ia$ and $ai$, so the result is $8\sum\kappa_{ia}\kappa_{jb}(ia|jb)$.
- The exchange energy gives $-2\sum\kappa_{ia}\kappa_{jb}[(ij|ab)+(ib|ja)]$.

Together,

$$E(\kappa)=E_0+2\kappa^TK\kappa .$$

For imaginary amplitudes $i\kappa$ the first-order density matrix is antisymmetric. Its Coulomb term vanishes and $(ib|ja)$ changes sign, which leaves $E_0+2\kappa^TM\kappa$. So positive definite $K$ and $M$ mean that the energy rises under real and under imaginary closed-shell rotations.

**Q:** And the electric field?

**A:** In atomic units a field $F$ along $z$ adds $Fz$ for each electron. Let $\mu_{ia}$ be the matrix element of $z$ between $i$ and $a$. Two spins and two off-diagonal blocks give a linear energy $4F\mu^T\kappa$. Terms of order $F\kappa^2$ are of third order in $F$ and can be left out here. Minimizing $2\kappa^TK\kappa+4F\mu^T\kappa$ gives

$$4K\kappa+4F\mu=0\;\Rightarrow\;\kappa=-FK^{-1}\mu,$$

and the energy change is $(2-4)F^2\mu^TK^{-1}\mu=-2F^2\mu^TK^{-1}\mu$. Since the polarizability is defined by $-\tfrac12\alpha F^2$,

$$\alpha=4\mu^TK^{-1}\mu .$$

Now express $K^{-1}$ through the modes. In matrix form $KS=D\Omega$. From $S^{-1}=D^T$ we get $K=D\Omega D^T$, and from $D^{-1}=S^T$ we get $K^{-1}=S\Omega^{-1}S^T$. Thus

$$\alpha=4\sum_n\frac{(\mu^TS_n)^2}{\omega_n}.$$

This identity requires the normalization $S^TD=1$. Euclidean scaling would divide term $n$ by $X_n^TX_n+Y_n^TY_n=1+2Y_n^TY_n$, which is greater than one when $Y_n\ne0$. All terms have the same sign, so the sum would be too small.

**Q:** By an amount that matters in a real molecule?

**A:** Take LiH with the bond along $z$, at a bond length of 1.6 Å, in restricted Hartree–Fock with the 6-31G basis. There are $N=18$ occupied–virtual pairs. The lowest eigenvalues of $M$ and $K$ are 0.139 and 0.161 hartree, so both conditions hold. The lowest singlet frequency is 0.1507 hartree, or 4.10 eV, with $Y^TY=0.0034$. The next two are degenerate at 0.1917 hartree.

The recovered vectors give $\alpha_{zz}=17.19$ atomic units. An independent calculation, which repeats the self-consistent solution in fields of opposite sign and differentiates the dipole moment, also gives 17.19. Euclidean normalization gives 17.04, which is 0.9% below the correct value for this model. The error is small because the $Y$ components are small here. The numerical check checks this comparison as well as both energy curvatures.

These numbers belong to the small basis and are not converged values for the molecule. In the aug-cc-pVTZ basis the Hartree–Fock $\alpha_{zz}$ rises to 21.99 atomic units, the lowest frequency falls to 4.04 eV, and the error of Euclidean normalization shrinks to 0.4%.

**Q:** Now break the assumptions. What happens if $M$ is positive definite but $K$ has a negative eigenvalue?

**A:** Then $C$ has a negative eigenvalue too, say $\omega^2=-\gamma^2$, and the pair is $\omega=\pm i\gamma$. The reduction to $C$ still works, but the normalization does not. For complex vectors the norm is

$$X^\dagger X-Y^\dagger Y=\tfrac12(S^\dagger D+D^\dagger S)=\mathrm{Re}(S^\dagger D).$$

With $S=cLZ$, $D=c\,\omega L^{-T}Z$ and real $Z$, this equals $|c|^2\,\mathrm{Re}\,\omega=0$. No rescaling turns zero into one. The product without complex conjugation, $S^TD=c^2\omega$, can still be set to one with a complex $c$, but it is not the norm of a complex vector.

**Q:** Is that more than a formal possibility?

**A:** Stretched H$_2$ shows it in the triplet response. Rotate the two spins by opposite real amplitudes. The first-order changes of their densities cancel, so the Coulomb term disappears, while the exchange terms, quadratic within each spin, remain. The energy is again $E_0+2\kappa^TK\kappa$, now with

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}-(ij|ab),\qquad B_{ia,jb}=-(ib|ja).$$

At 1.6 Å in the 6-31G basis, the lowest eigenvalue of $M$ is $+0.175$ hartree and that of $K$ is $-0.146$ hartree. The lowest $\omega^2$ is $-0.0259$ hartree squared, so $\gamma=0.161$ hartree. This is not an excitation energy. A negative direction of $K$ means that the energy falls when the spins are allowed different orbitals. Indeed, an unrestricted solution lies at $-1.0126$ hartree, below the restricted one at $-0.9795$ hartree. The values depend on the basis, but the signs and the order of the energies persist: in cc-pVTZ the lowest eigenvalues of $M$ and $K$ are $+0.169$ and $-0.133$, $\gamma=0.153$, and the two energies are $-1.0161$ and $-0.9864$ hartree. The remedy is another reference state, not another normalization. Around this unrestricted solution, $M$ and $K$ for the rotations that keep each electron's spin are both positive definite. For rotations that flip a spin, each of them has a zero eigenvalue, so the reduction does not cover that block.

**Q:** And at the border, where $K$ has a zero eigenvalue?

**A:** Let $Kq=0$ with $q\neq0$. In terms of sum and difference, $H$ acts as

$$(S,D)\mapsto(MD,KS).$$

Hence $(q,0)$ is mapped to zero. It is an eigenvector with $\omega=0$, with $X=Y=q/2$ and norm $S^TD=0$. Now let $p=M^{-1}q$. Then $(0,p)\mapsto(Mp,0)=(q,0)$: this vector is not an eigenvector, but a second application of $H$ annihilates it. So $H$ lacks a full set of eigenvectors, and the factors $\omega^{\pm1/2}$ cannot repair that.

A small example has

$$A=\begin{pmatrix}2&1\\1&2\end{pmatrix},\qquad B=\begin{pmatrix}-1&0\\0&-1\end{pmatrix},$$

so all entries of $K$ are one and $q\propto(-1,1)$. The ranks of $H,H^2,H^3$ are $3,2,2$. One eigenvector and one further vector therefore make up the two-dimensional space belonging to $\omega=0$. The zero mode must be treated separately, with $(q,0)$ and $(0,p)$ kept as a pair.

**Q:** Last objection: what if $M$ is the matrix that fails to be positive definite, while $K$ is fine?

**A:** Then exchange their roles. The equations $KS=\omega D$ and $MD=\omega S$ keep their form under $S\leftrightarrow D$, $K\leftrightarrow M$. Factor $K=RR^T$ and solve $R^TMR\,W=\omega^2W$ with $W^TW=1$. For each $\omega^2>0$, the same algebra gives

$$X-Y=\omega^{-1/2}RW,\qquad X+Y=\omega^{1/2}R^{-T}W,$$

again with $S^TD=1$. Negative eigenvalues of $M$ now produce the imaginary pairs. A negative definite matrix serves as well: $M=-LL^T$ turns $MKS=\omega^2S$ into the symmetric problem $-L^TKL\,Z=\omega^2Z$, and likewise for $K$. The recovery of the vectors then changes sign: with $M=-LL^T$ and $S=cLZ$ one finds $D=-c\,\omega L^{-T}Z$ and $S^TD=-c^2\omega$, so for real $\omega$ the norm $+1$ belongs to the negative frequency. If neither matrix is definite, no such factorization with a real invertible factor is available, and this reduction does not apply.

## Values computed for the example and the checks

```
Two-dimensional example (energies in arbitrary units)
A rows: 6.0000 2.0000; 2.0000 6.0000
B rows: 2.0000 0.0000; 0.0000 1.0000
A-B rows: 4.0000 2.0000; 2.0000 5.0000
A+B rows: 8.0000 2.0000; 2.0000 7.0000
(A-B)(A+B) rows: 36.0000 22.0000; 26.0000 39.0000
L rows: 2.0000 0.0000; 1.0000 2.0000
C rows: 47.0000 22.0000; 22.0000 28.0000
mode 1: w^2 = 13.53649, w = 3.67920
  Z = 0.54935 -0.83559
  X = 0.75017 -0.69313, Y = -0.17738 0.10826
  X.X = 1.04318, Y.Y = 0.04318
mode 2: w^2 = 61.46351, w = 7.83987
  Z = 0.83559 0.54935
  X = 0.69107 0.72995, Y = -0.09421 -0.03913
  X.X = 1.01041, Y.Y = 0.01041
Zero-mode example: ranks of H, H^2, H^3 = 3 2 2
  zero vector (X1 X2 Y1 Y2) = -1 1 -1 1 , indefinite norm = 0
LiH, 1.6 angstrom, RHF/6-31G, singlet response
dimension N = 18, RHF energy = -7.979322 hartree
lowest eigenvalue of A-B = 0.138565 hartree
lowest eigenvalue of A+B = 0.160580 hartree
mode 1: w = 0.150671 hartree, X.X = 1.003372, Y.Y = 0.003372
mode 2: w = 0.191743 hartree, X.X = 1.001667, Y.Y = 0.001667
mode 3: w = 0.191743 hartree, X.X = 1.001667, Y.Y = 0.001667
mode 4: w = 0.279014 hartree, X.X = 1.004116, Y.Y = 0.004116
lowest w = 4.1000 eV
alpha_zz, indefinite normalization = 17.1857 a.u.
alpha_zz, finite field of 1e-04 a.u. = 17.1858 a.u.
alpha_zz, Euclidean normalization  = 17.0377 a.u.
H2, 1.6 angstrom, RHF/6-31G, triplet response
lowest eigenvalue of A-B = 0.175264 hartree
lowest eigenvalue of A+B = -0.145808 hartree
lowest w^2 = -0.025929 hartree^2, gamma = 0.161026 hartree
RHF energy = -0.979470 hartree, UHF energy = -1.012584 hartree
```
